# Extra Sphere Density from Semicore Local Orbitals in the LAPW Method: a numerical check

```python
"""Sphere density of an LAPW state with semicore local orbitals (LOs).
Result under test: in the sphere psi = sum_lm [A u + B udot + C u2] Y_lm, where
A = a + alpha, B = b + beta, C = gamma (a, b from augmented plane waves, APWs;
alpha, beta, gamma from LOs). The extra density caused by the LOs is
  sum Gaunt * [d_i* q_j' + q_i* d_j' + q_i* q_j'] f_i f_j',
d = (a, b, 0), q = (alpha, beta, gamma), f = (u, udot, u2).
u, udot belong to energy E1 and u2 to energy E2. Hartree atomic units.
Reference: plane-wave diagonalization of the same smooth periodic potential.
"""
import numpy as np
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy.special import lpmv, spherical_jn, eval_legendre, gammaln
from scipy.constants import physical_constants
from sympy.physics.wigner import gaunt

HA_EV = physical_constants['Hartree energy in eV'][0]
R, V0, a_lat, LMAX = 2.0, 9.0, 5.0, 12
vol = a_lat**3
k_frac = np.array([0.3, 0.2, 0.1])
PW_CUT, APW_CUT = 9.0, 4.5
t, wt = leggauss(60)
r, w = R * (t + 1) / 2, wt * R / 2
V = -V0 * (1 - (r / R)**2)**2


def plane_waves(cut):
    n = int(cut * a_lat / (2 * np.pi)) + 2
    g = np.array(np.meshgrid(*[np.arange(-n, n + 1)] * 3)).reshape(3, -1).T
    K = 2 * np.pi / a_lat * (g + k_frac)
    keep = (K**2).sum(1) < cut**2
    g, K = g[keep], K[keep]
    sq = (g**2).sum(1)
    return K, sq[:, None] + sq[None, :] - 2 * g @ g.T


def inside_table(nmax):
    """Fourier coefficients of the function that is 1 in the sphere."""
    q = 2 * np.pi / a_lat * np.sqrt(np.arange(nmax + 1)) * R
    val = np.full(nmax + 1, 1 / 3)
    val[1:] = spherical_jn(1, q[1:]) / q[1:]
    return 4 * np.pi * R**3 / vol * val


def Y(l, m, ct, phi):
    n = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * np.exp(gammaln(l - n + 1) - gammaln(l + n + 1)))
    y = norm * lpmv(n, l, ct) * np.exp(1j * n * phi)
    return y if m >= 0 else (-1)**n * y.conj()


# ---------- reference: plane waves only ----------
K_pw, n2_pw = plane_waves(PW_CUT)
q = 2 * np.pi / a_lat * np.sqrt(np.arange(n2_pw.max() + 1))
V_tab = 4 * np.pi / vol * (spherical_jn(0, np.outer(q, r)) @ (w * r**2 * V))
H_pw = V_tab[n2_pw] + np.diag((K_pw**2).sum(1) / 2)
e_pw, c_pw = eigh(H_pw, subset_by_index=[0, 5])
in_pw = inside_table(n2_pw.max())[n2_pw]
Q_pw = np.array([c_pw[:, n] @ in_pw @ c_pw[:, n] for n in range(5)])

# ---------- radial functions by power series in r ----------
E1 = round(float(e_pw[4]), 2)
E2 = {0: round(float(e_pw[0]), 2), 1: round(float(e_pw[1:4].mean()), 2)}


def radial(l, E):
    """Normalized u and its energy derivative, as polynomials in r."""
    v = 2 * np.array([-V0 - E, 2 * V0 / R**2, -V0 / R**4])
    c, d = np.zeros(50), np.zeros(50)
    c[0] = 1
    for k in range(1, 50):
        den = 2 * k * (2 * k + 2 * l + 1)
        js = range(min(k, 3))
        c[k] = sum(v[j] * c[k - 1 - j] for j in js) / den
        d[k] = (sum(v[j] * d[k - 1 - j] for j in js) - 2 * c[k - 1]) / den
    pc, pd = np.zeros(l + 100), np.zeros(l + 100)
    pc[l:l + 100:2], pd[l:l + 100:2] = c, d
    u, ud = Poly(pc), Poly(pd)
    norm = float(np.sqrt(np.sum(w * r**2 * u(r)**2)))
    u, ud = u / norm, ud / norm
    return u, ud - u * float(np.sum(w * r**2 * u(r) * ud(r)))


f, s, h, match = [], [], [], []
for l in range(LMAX + 1):
    u2 = radial(l, E2[l])[0] if l in E2 else Poly([0.0])
    fl = [*radial(l, E1), u2]
    val = np.array([p(r) for p in fl])
    der = np.array([p.deriv()(r) for p in fl])
    f.append(fl)
    s.append((val * w * r**2) @ val.T)
    h.append((der * w * r**2 / 2) @ der.T
             + (val * w * (l * (l + 1) / 2 + r**2 * V)) @ val.T)
    match.append(np.array([[p(R) for p in fl], [p.deriv()(R) for p in fl]]))

step = 1e-3
for l in E2:
    fd = (radial(l, E1 + step)[0](r) - radial(l, E1 - step)[0](r)) / (2 * step)
    assert np.max(abs(fd - f[l][1](r))) < 1e-5
    (u, ud, u2), (du, dud, du2) = match[l]
    surf_u = R**2 / 2 * (u2 * du - u * du2)
    surf_ud = R**2 / 2 * (u2 * dud - ud * du2)
    assert abs((E2[l] - E1) * s[l][0, 2] - surf_u) < 1e-8
    assert abs((E2[l] - E1) * s[l][1, 2] - s[l][0, 2] - surf_ud) < 1e-8

# ---------- LAPW + LO basis: coefficients of u, udot, u2 ----------
K, n2 = plane_waves(APW_CUT)
N = len(K)
Kn = np.sqrt((K**2).sum(1))
lms = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
los = [(l, m) for l in E2 for m in range(-l, l + 1)]
D = np.zeros((len(lms), 3, N + len(los)), complex)
ab, lo_vec = [], {}
for l in range(LMAX + 1):
    rhs = np.array([spherical_jn(l, Kn * R),
                    Kn * spherical_jn(l, Kn * R, derivative=True)])
    ab.append(np.linalg.solve(match[l][:, :2], rhs))
    if l in E2:
        vec = np.append(np.linalg.solve(match[l][:, :2], -match[l][:, 2]), 1)
        lo_vec[l] = vec / np.sqrt(vec @ s[l] @ vec)
for i, (l, m) in enumerate(lms):
    yk = Y(l, m, K[:, 2] / Kn, np.arctan2(K[:, 1], K[:, 0])).conj()
    D[i, :2, :N] = 4 * np.pi * 1j**l / np.sqrt(vol) * yk * ab[l]
for j, (l, m) in enumerate(los):
    D[lms.index((l, m)), :, N + j] = lo_vec[l]

outside = np.eye(N) - inside_table(n2.max())[n2]
S = np.zeros((N + len(los),) * 2, complex)
H = S.copy()
S[:N, :N] = outside
H[:N, :N] = outside * (K @ K.T) / 2
for i, (l, m) in enumerate(lms):
    S += D[i].conj().T @ s[l] @ D[i]
    H += D[i].conj().T @ h[l] @ D[i]
e, c = eigh(H, S, subset_by_index=[0, 5])
e_nolo = eigh(H[:N, :N], S[:N, :N], eigvals_only=True,
              subset_by_index=[0, 4])
err_e = np.max(abs(e[:5] - e_pw[:5]))
assert err_e < 2e-3          # linearization and basis cutoff

apw = [D[:, :, :N] @ c[:N, n] for n in range(5)]
lo = [D[:, :, N:] @ c[N:, n] for n in range(5)]


def charge(left, right, only_l=None):
    return sum(left[i].conj() @ s[l] @ right[i]
               for i, (l, m) in enumerate(lms) if only_l in (None, l)).real


Q = np.array([charge(apw[n] + lo[n], apw[n] + lo[n]) for n in range(5)])
assert np.max(abs(Q - Q_pw)) < 5e-3

# ---------- angular grid, Gaunt integrals, densities ----------
ct, wc = leggauss(20)
phi = 2 * np.pi * np.arange(40) / 40
CT, PH = [z.ravel() for z in np.meshgrid(ct, phi, indexing='ij')]
wa = np.repeat(wc, 40) * 2 * np.pi / 40
ST = np.sqrt(1 - CT**2)
unit = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])
Yg = np.array([Y(l, m, CT, PH) for l, m in lms])
LM = lms[:25]
G = [(Yg.conj() * wa * Yg[i].conj()) @ Yg.T for i in range(25)]
for L, M, l, m, lp, mp in [(2, 0, 1, 1, 1, 1), (2, 1, 1, 0, 1, 1),
                           (4, -2, 3, 1, 3, -1), (1, 0, 0, 0, 1, 0)]:
    exact = (-1)**(M + m) * float(gaunt(L, l, lp, -M, -m, mp))
    num = G[lms.index((L, M))][lms.index((l, m)), lms.index((lp, mp))]
    assert abs(num - exact) < 1e-12

radii = [0.4, 0.9, 1.4, 1.9]
rad = [np.array([[p(x) for p in f[l]] for l, m in lms]) for x in radii]


def bilinear(left, right, ir):
    """All radial products f_i f_j', projected on Y_LM for L <= 4."""
    out = np.zeros(25, complex)
    for i in range(3):
        for j in range(3):
            x, y = left[:, i] * rad[ir][:, i], right[:, j] * rad[ir][:, j]
            out += np.array([x.conj() @ g @ y for g in G])
    return out


parts = np.zeros((5, 4, 3, 25), complex)   # band, radius, APW/cross/LO, LM
for n in range(5):
    for ir in range(4):
        parts[n, ir, 0] = bilinear(apw[n], apw[n], ir)
        parts[n, ir, 1] = (bilinear(apw[n], lo[n], ir)
                           + bilinear(lo[n], apw[n], ir))
        parts[n, ir, 2] = bilinear(lo[n], lo[n], ir)

ref = np.zeros((5, 4, 25), complex)
for ir, x in enumerate(radii):
    psi = np.exp(1j * x * (unit.T @ K_pw.T)) @ c_pw[:, :5] / np.sqrt(vol)
    ref[:, ir] = ((Yg[:25].conj() * wa) @ abs(psi)**2).T

# direct sum of basis functions at points, without regrouping
cosg = (K / Kn[:, None]) @ unit
psi_a = np.zeros((5, 4, len(CT)), complex)
psi_l = psi_a.copy()
for l in range(LMAX + 1):
    leg = eval_legendre(l, cosg)
    for ir, x in enumerate(radii):
        amp = ab[l][0] * f[l][0](x) + ab[l][1] * f[l][1](x)
        psi_a[:, ir] += (1j**l * (2 * l + 1) / np.sqrt(vol)
                         * (c[:N, :5].T * amp) @ leg)
for j, (l, m) in enumerate(los):
    for ir, x in enumerate(radii):
        chi = sum(lo_vec[l][i] * f[l][i](x) for i in range(3)) * Y(l, m, CT, PH)
        psi_l[:, ir] += np.outer(c[N + j, :5], chi)
extra_pts = abs(psi_a + psi_l)**2 - abs(psi_a)**2
extra_dir = np.einsum('pg,nrg->nrp', Yg[:25].conj() * wa, extra_pts)
err_extra = np.max(abs(extra_dir - parts[:, :, 1] - parts[:, :, 2]))
assert err_extra < 1e-9

full = parts.sum(2)
no_cross = parts[:, :, 0] + parts[:, :, 2]


def rel_error(x, bands):
    target = ref[bands].sum(0)
    return np.max(abs(x[bands].sum(0) - target)) / np.max(abs(target))


semi, val_band = [0, 1, 2, 3], [4]
err_s, err_v = rel_error(full, semi), rel_error(full, val_band)
bad_s, bad_v = rel_error(no_cross, semi), rel_error(no_cross, val_band)
assert err_s < 1e-2 and err_v < 1e-2   # linearization error of the basis
assert bad_s > 3 * err_s

# ---------- output ----------
i10 = lms.index((1, 0))
pz = 1 + int(np.argmax([abs(lo[n][i10, 2]) for n in (1, 2, 3)]))
print(f'V0 = {V0} hartree, R = {R} bohr, a = {a_lat} bohr, k = {k_frac} 2pi/a')
print(f'E1 = {E1} hartree; E2(s) = {E2[0]}, E2(p) = {E2[1]} hartree')
print(f'plane waves: reference {len(K_pw)}, LAPW {N}; LOs {len(los)}')
print('bands 1-5, reference (hartree):', np.round(e_pw[:5], 5))
print('bands 1-5, LAPW+LO   (hartree):', np.round(e[:5], 5))
print('lowest 5 without LOs (hartree):', np.round(e_nolo, 5))
print(f'band 5 with LOs: {e[4] * HA_EV:.3f} eV')
print(f'largest band error {err_e:.1e} hartree')
print('sphere charge, reference (electrons):', np.round(Q_pw, 5))
print('sphere charge, LAPW+LO   (electrons):', np.round(Q, 5))
for l in E2:
    print(f'l={l}: <ud|ud> {s[l][1, 1]:.5f} hartree^-2, '
          f'<u|u2> {s[l][0, 2]:.5f}, <ud|u2> {s[l][1, 2]:.5f} hartree^-1')
    print(f'l={l} LO: u {lo_vec[l][0]:.5f}, ud {lo_vec[l][1]:.5f} hartree, '
          f'u2 {lo_vec[l][2]:.5f}')
for n in (pz, 4):
    phase = lo[n][i10, 2].conj() / abs(lo[n][i10, 2])
    d1, q1 = apw[n][i10] * phase, lo[n][i10] * phase
    assert max(abs(d1.imag).max(), abs(q1.imag).max()) < 1e-6
    print(f'band {n + 1}, l=1 m=0: a {d1[0].real:.5f} alpha {q1[0].real:.5f} '
          f'A {(d1 + q1)[0].real:.5f}')
    print(f'  b {d1[1].real:.5f} beta {q1[1].real:.5f} '
          f'B {(d1 + q1)[1].real:.5f} (hartree); C {q1[2].real:.5f}')
for n, l in [(pz, 1), (4, 0), (4, 1)]:
    d, g = apw[n], lo[n]
    tot = d + g
    print(f'band {n + 1} l={l} charge (electrons): APW {charge(d, d, l):.5f} '
          f'cross {2 * charge(d, g, l):.5f} LO {charge(g, g, l):.5f} '
          f'total {charge(tot, tot, l):.5f}')
    rows = [i for i, (ll, m) in enumerate(lms) if ll == l]
    P = sum(np.outer(tot[i].conj(), tot[i]) for i in rows).real * s[l]
    print(f'  by product: uu {P[0, 0]:.5f} udud {P[1, 1]:.5f} '
          f'u2u2 {P[2, 2]:.5f} uu2 {2 * P[0, 2]:.5f} udu2 {2 * P[1, 2]:.5f}')
    short = d.copy()
    short[:, 2] = g[:, 2]
    print(f'  alpha, beta forgotten: {charge(short, short, l):.5f} electrons')
for n, idx, name in [(pz, 0, 'rho_00'), (pz, 6, 'rho_20'), (4, 0, 'rho_00')]:
    print(f'band {n + 1} {name} (bohr^-3): r/bohr, APW, cross, LO, sum, ref')
    for ir, x in enumerate(radii):
        p = parts[n, ir, :, idx].real
        print(f'  {x:.1f} {p[0]:.5f} {p[1]:.5f} {p[2]:.5f} {p.sum():.5f} '
              f'{ref[n, ir, idx].real:.5f}')
print(f'extra terms, formula minus direct sum: {err_extra:.1e} bohr^-3')
print(f'density error / peak, bands 1-4: {err_s:.1e}; no cross {bad_s:.1e}')
print(f'density error / peak, band 5: {err_v:.1e}; no cross {bad_v:.1e}')
print('tests ok')
```

Printed output:

```
V0 = 9.0 hartree, R = 2.0 bohr, a = 5.0 bohr, k = [0.3 0.2 0.1] 2pi/a
E1 = -0.36 hartree; E2(s) = -4.77, E2(p) = -2.19 hartree
plane waves: reference 1541, LAPW 195; LOs 4
bands 1-5, reference (hartree): [-4.77216 -2.19355 -2.19201 -2.19078 -0.3612 ]
bands 1-5, LAPW+LO   (hartree): [-4.77212 -2.19347 -2.19194 -2.19071 -0.36119]
lowest 5 without LOs (hartree): [-0.36119  0.01453  0.0381   0.04935  0.06189]
band 5 with LOs: -9.829 eV
largest band error 7.6e-05 hartree
sphere charge, reference (electrons): [0.99941 0.99043 0.99143 0.99222 0.75953]
sphere charge, LAPW+LO   (electrons): [0.99942 0.99039 0.99139 0.99218 0.7595 ]
l=0: <ud|ud> 0.16288 hartree^-2, <u|u2> 0.01492, <ud|u2> -0.03659 hartree^-1
l=0 LO: u 0.14487, ud 0.06510 hartree, u2 0.98932
l=1: <ud|ud> 0.08590 hartree^-2, <u|u2> 0.31729, <ud|u2> -0.25492 hartree^-1
l=1 LO: u 0.16185, ud 0.62983 hartree, u2 1.08473
band 4, l=1 m=0: a -0.15056 alpha 0.14898 A -0.00158
  b -0.57197 beta 0.57976 B 0.00778 (hartree); C 0.99848
band 5, l=1 m=0: a 0.02048 alpha 0.00000 A 0.02049
  b 0.00002 beta 0.00001 B 0.00003 (hartree); C 0.00001
band 4 l=1 charge (electrons): APW 0.05078 cross 0.09395 LO 0.84744 total 0.99217
  by product: uu 0.00000 udud 0.00001 u2u2 0.99713 uu2 -0.00100 udu2 -0.00396
  alpha, beta forgotten: 1.24371 electrons
band 5 l=0 charge (electrons): APW 0.75251 cross -0.00000 LO 0.00000 total 0.75251
  by product: uu 0.75251 udud 0.00000 u2u2 0.00000 uu2 -0.00000 udu2 -0.00000
  alpha, beta forgotten: 0.75251 electrons
band 5 l=1 charge (electrons): APW 0.00287 cross -0.00000 LO 0.00000 total 0.00287
  by product: uu 0.00287 udud 0.00000 u2u2 0.00000 uu2 -0.00000 udu2 -0.00000
  alpha, beta forgotten: 0.00287 electrons
band 4 rho_00 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.00613 -0.11790 0.56702 0.45525 0.45446
  0.9 0.00014 0.01530 0.40621 0.42165 0.42157
  1.4 0.00801 0.02986 0.02781 0.06569 0.06583
  1.9 0.00417 0.00045 0.00001 0.00464 0.00460
band 4 rho_20 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.00548 -0.10544 0.50704 0.40708 0.40640
  0.9 0.00013 0.01359 0.36324 0.37696 0.37689
  1.4 0.00713 0.02663 0.02487 0.05862 0.05876
  1.9 0.00365 0.00040 0.00001 0.00407 0.00404
band 5 rho_00 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.75105 -0.00003 0.00000 0.75103 0.75111
  0.9 0.02511 0.00000 0.00000 0.02511 0.02511
  1.4 0.10595 0.00000 0.00000 0.10595 0.10596
  1.9 0.03548 0.00000 0.00000 0.03548 0.03548
extra terms, formula minus direct sum: 1.8e-15 bohr^-3
density error / peak, bands 1-4: 1.9e-03; no cross 2.7e-01
density error / peak, band 5: 1.6e-04; no cross 1.6e-04
tests ok
```
